\section*{Comment on adding bulk DFT-1/2 shifts to a band offset}

\section{The argument under review}

The manuscript wants the valence-band offset of a junction between two insulators, A and B, at the DFT-1/2 level. It has a self-consistent DFT calculation of the junction and two bulk DFT-1/2 calculations, and it reasons as follows.

\begin{quote}
The self-energy potential of DFT-1/2 is trimmed and therefore short ranged. It corrects each crystal locally and cannot act across the junction. The valence edge of A moves by $\delta E_A$ and that of B by $\delta E_B$, both known from the bulk. The corrected offset is the DFT offset plus $\delta E_A-\delta E_B$, and the junction need not be recalculated.
\end{quote}

The bulk calculations are not in dispute. The question is whether their shifts may be added, and what is missing if they may not. I examine it on a one-dimensional junction in which each contribution can be computed separately.

\section{Model and conventions}

Hartree atomic units are used. All potentials are potential energies of an electron, and all offsets are A minus B. The two crystals have the same lattice constant $a=6$ bohr and the same area $S=40$ bohr$^2$ per site. Electrons move along $x$ and are uniform in the lateral plane. Each cell has an anion plane at its centre, a cation plane at its edges, and two electrons. The cation is common to A and B, so the interface is a cation plane.

Every plane carries one unit of positive charge per site, smeared into a Gaussian. The anion also has a Gaussian well, 0.36 Ha deep in A and 0.40 Ha deep in B. With $n$ the electron density per volume and $n_{\rm net}=n-n_{\rm ion}$, the electrostatic and exchange potentials are
\begin{equation}
v_{\rm es}''=-4\pi n_{\rm net},\qquad v_x=-\left(\frac{3n}{\pi}\right)^{1/3}.
\label{poisson}
\end{equation}
The minus sign in the first follows from Poisson's equation $\phi''=-4\pi(n_{\rm ion}-n)$ with $v_{\rm es}=-\phi$. Correlation is omitted. The junction is unrelaxed and is represented by a mirror-symmetric superlattice of ten A and ten B cells; the symmetry excludes a macroscopic field in the slabs. The parameters are round numbers and represent no particular material.

\section{What the trimmed potential contains}

Let $\varepsilon(f)$ be an atomic eigenvalue at occupation $f$. Since $\partial E/\partial f=\varepsilon$, the energy to remove the electron is $-\int_0^1\varepsilon\,df$, which equals $-\varepsilon(1/2)$ if $\varepsilon$ is linear in $f$. With a frozen orbital and Hartree interaction only, going from $f=1$ to $f=1/2$ lowers the potential by that of half an electron. For a Gaussian orbital density of width $s$ this is
\begin{equation}
V_S(r)=\frac{1}{2r}\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\,s}\right).
\end{equation}
In a crystal, half a hole in an extended state barely changes the potential, so DFT-1/2 inserts $-V_S$ at each anion by hand. The tail $1/(2r)$ would make the lattice sum diverge. It is therefore multiplied by
\begin{equation}
\Theta(r)=\left[1-(r/c)^8\right]^3\ (r<c),\qquad \Theta(r)=0\ (r\ge c),
\end{equation}
with $c$ chosen to maximize the bulk gap.

The electrons of the model feel the lateral average. At fixed $x$, a lateral radius $\rho$ obeys $r^2=x^2+\rho^2$, so $\rho\,d\rho=r\,dr$, and one anion plane gives
\begin{equation}
w(x)=-\frac1S\int V_S\Theta\,2\pi\rho\,d\rho
=-\frac{2\pi}{S}\int_{|x|}^{c} r\,V_S\Theta\,dr .
\end{equation}
There is one such plane per length $a$. The cell average is found by exchanging the order of integration:
\begin{align}
\bar w&=\frac1a\int w\,dx
=-\frac{4\pi}{Sa}\int_0^c dx\int_x^c r\,V_S\Theta\,dr\nonumber\\
&=-\frac{4\pi}{Sa}\int_0^c r^2V_S\Theta\,dr .
\label{wbar}
\end{align}
This is the first gap in the argument. Each trimmed potential is short ranged, but there is one in every cell, and their sum has a nonzero average throughout the crystal.

A compact-orbital estimate shows what controls it. Write $\mathrm{erf}=1-\mathrm{erfc}$. The first term needs $\int_0^c r\Theta\,dr=c^2(\frac12-\frac3{10}+\frac3{18}-\frac1{26})\simeq0.328\,c^2$. For $s\ll c$ the second needs $\int_0^\infty r\,\mathrm{erfc}(r/\sqrt2 s)\,dr=s^2/2$. Hence
\begin{equation}
\bar w\simeq-\frac{2\pi}{Sa}\left(0.328\,c^2-\frac{s^2}{2}\right).
\label{estimate}
\end{equation}
The gap criterion gives nearly equal radii, 3.66 bohr in A and 3.65 bohr in B. The orbital widths are 0.7 and 1.4 bohr. The more compact orbital of A thus has the deeper average: $\bar w_A=-0.1090$ Ha against $\bar w_B=-0.0909$ Ha, a difference of $-0.0181$ Ha.

\section{The offset formula and the missing term}

Deep inside either slab the density of an insulator approaches its bulk form. Then $v_x$ and the trimmed potential are those of the bulk. By Eq.~(\ref{poisson}) the electrostatic potentials of slab and bulk have the same second derivative, so they differ by a linear function. Without a macroscopic field this is a constant.

Let $E_X$ be the valence edge of bulk X measured from the mean of $v_{\rm es}$ in that bulk, with $\bar w_X$ retained in the Hamiltonian. Let $\bar v_X$ be the cell average of $v_{\rm es}$ in the middle of slab X. The edge in the slab is $E_X+\bar v_X$, and
\begin{equation}
\mathrm{VBO}=E_A-E_B+D,\qquad D=\bar v_A-\bar v_B .
\label{lineup}
\end{equation}
This was tested by diagonalizing the potentials of the central junction cells, repeated periodically. The two routes agree within $3\times10^{-4}$ Ha.

Now use superscripts 0 for DFT and $h$ for DFT-1/2, with $\delta E_X=E_X^h-E_X^0$. The manuscript's offset is
\begin{align}
\mathrm{VBO}^{\rm blind}&=\mathrm{VBO}^0+\delta E_A-\delta E_B\nonumber\\
&=(E_A^0-E_B^0+D^0)+(E_A^h-E_A^0)-(E_B^h-E_B^0)\nonumber\\
&=E_A^h-E_B^h+D^0 .
\end{align}
Subtracting this from Eq.~(\ref{lineup}) for DFT-1/2 leaves
\begin{equation}
\mathrm{VBO}^h-\mathrm{VBO}^{\rm blind}=D^h-D^0 .
\label{error}
\end{equation}
The manuscript combines corrected bulk edges with an uncorrected electrostatic step. This form of the error assumes that the bulk shifts are measured from the mean of $v_{\rm es}$; another bulk zero moves part of $D^h-D^0$ into the shifts and changes the size of the error.

In the example the bulk shifts are $-0.1504$ Ha for A and $-0.1217$ Ha for B. From the DFT offset of 0.0164 Ha the manuscript would obtain
\begin{equation}
0.0164-0.1504+0.1217\simeq-0.012\ \mathrm{Ha}.
\end{equation}
The junction recalculated with the trimmed potentials gives $-0.0027$ Ha. The step has moved from $D^0=-0.0087$ Ha to $D^h=0.0007$ Ha, which accounts for the discrepancy of 0.0095 Ha within rounding. In electronvolts, the offset is 0.45 in DFT, $-0.33$ by addition and $-0.07$ in the self-consistent DFT-1/2 junction. At these radii both corrected values reverse the DFT order of the valence edges, and addition makes the reversed offset more than four times too large. That sign and that ratio are fragile, because the self-consistent offset is close to zero. Lowering the radius of A by 0.1 bohr changes its gap by about $10^{-4}$ Ha but moves the offset to about $+0.002$ Ha. The discrepancy itself is more stable and stays near 0.01 Ha.

\section{A second error: the zero of the bulk shift}

A constant added to a bulk Hamiltonian changes no orbital and no gap. A bulk calculation may therefore set the average of the added potential to zero, and it then reports $\delta E_X-\bar w_X$. In the junction this freedom is lost: one common constant may still be removed, but not two different ones. Adding such shifts gives
\begin{equation}
\mathrm{VBO}^{\rm blind}-(\bar w_A-\bar w_B)=-0.0122+0.0181=0.0059\ \mathrm{Ha},
\end{equation}
or 0.16 eV, which has the wrong sign relative to the self-consistent result. The manuscript must state its convention. Restoring the averages, however, leads back to the blind value and does not supply the missing $D^h-D^0$.

\section{Where addition is correct}

Suppose the trimmed potentials are inserted but the density is frozen at its DFT form. Then $v_{\rm es}$ and $v_x$ do not change anywhere, $D$ keeps its DFT value, and each slab edge moves by the one-shot bulk shift. Addition is then justified. The junction potentials and the added one-shot shifts both give $-0.0141$ Ha, and their agreement was tested within $3\times10^{-4}$ Ha.

The failure is therefore due to the density response. Letting the bulk densities relax while $D$ is held fixed changes the offset from $-0.0141$ to $-0.0122$ Ha. Including the change of $D$ takes it to $-0.0027$ Ha. With the mean of $v_{\rm es}$ as the bulk zero, this omitted change is the larger part of the response. That share depends on the zero. About half of the change of $D$ is a bulk quantity, as the next section shows. Shifts measured from the cation plane would give about $-0.0073$ Ha and miss 0.0046 Ha, less than half of the response.

\section{What the electrostatic step is made of}

Take one bulk cell, $-a/2<x<a/2$, centred on the anion. Its net density is neutral and even. Let $v$ be the potential of this cell alone, with $v=v'=0$ at the left edge. Neutrality gives $v'=0$ at the right edge. There also
\begin{equation}
v(a/2)=-4\pi\int\left(\frac a2-x\right)n_{\rm net}\,dx=0,
\end{equation}
because both the total charge and the dipole vanish. Integrating by parts twice, with no boundary terms,
\begin{equation}
\int x^2v''\,dx=2\int v\,dx .
\end{equation}
With $v''=-4\pi n_{\rm net}$ the cell average is
\begin{equation}
M=\frac1a\int v\,dx=-\frac{2\pi}{a}\int x^2n_{\rm net}\,dx .
\end{equation}
Juxtaposed, unrelaxed bulk cells thus already produce a step $M_A-M_B$.

Let $\Delta n$ be the junction density minus that of the juxtaposed cells, and let $x$ increase from A to B across one interface. Between the slab centres $X_A$ and $X_B$, where the field vanishes by symmetry, $\int\Delta n\,dx=0$. The potential due to $\Delta n$ obeys
\begin{equation}
v(X_B)-v(X_A)=-4\pi\int(X_B-x)\Delta n\,dx=4\pi\int x\,\Delta n\,dx .
\end{equation}
Since $D$ is A minus B,
\begin{equation}
D=M_A-M_B-4\pi\int x\,\Delta n\,dx .
\label{split}
\end{equation}
Electrons moved towards A make the last term positive: they raise the electron potential energy on the side that receives them.

Equation~(\ref{split}) was tested against the averaged potentials within $3\times10^{-4}$ Ha. From DFT to DFT-1/2 the second-moment part changes by 0.0049 Ha and the interface-dipole part by 0.0046 Ha. The A side gains $0.00049+0.00599\simeq0.0065$ electrons per site relative to DFT. The deeper average potential of A favours this direction, but it need not be the only cause: the shape of the trimmed potentials also changes the density.

The split depends on where the cells are cut; $D$ does not. A reader who aligned the bulk calculations at the common cation plane would include the second-moment change automatically, because $v=0$ there for juxtaposed cells. The interface-dipole change would still be missing.

\section{How much of an added average survives}

The argument may be defended by saying that a constant on one side simply moves the bands on that side. Consider first a uniform crystal, cut as a thick slab with vacuum outside, and add a small step $w_0$ to the left of $x_0$. Let $\chi(x,x')$ be the static density response to an external potential, including the electrostatic and exchange response. Far from $x_0$ a constant induces no density, so the response is localized and neutral. By the dipole formula above, the electrostatic step it induces is
\begin{align}
\delta D&=-4\pi\int dx\,x\int_{-\infty}^{x_0}dx'\,\chi(x,x')\,w_0\nonumber\\
&=-4\pi w_0\int_{-\infty}^{x_0}\eta(x')\,dx',\qquad
\eta(x')=\int\chi(x',x)\,x\,dx .
\end{align}
The second line uses the symmetry $\chi(x,x')=\chi(x',x)$. Here $\eta$ is the density induced by an external potential of unit slope. If $u$ is the electrostatic potential of $\eta$, then $u''=-4\pi\eta$ and $u'=0$ outside the slab, so the last integral gives $\delta D=w_0u'(x_0)$. The offset produced by the step is
\begin{equation}
w_0+\delta D=w_0f(x_0),\qquad f(x_0)=1+u'(x_0).
\label{local}
\end{equation}
Thus $f$ is the local electrostatic field at $x_0$ divided by the applied field. Its cell average is $1/\varepsilon$, by the definition of the macroscopic dielectric constant. A linear ramp one cell wide is an equal superposition of sharp steps at all positions in the cell, so it leaves $w_0/\varepsilon$. A sharp step need not.

For crystal A, long-wave perturbations give $1/\varepsilon=0.279$, and the ramp leaves the same fraction, 0.279. A sharp step leaves 0.54 at a cation plane and $-0.02$ at an anion plane. The corresponding local-field ratios are 0.54 and $-0.02$. The small negative value means that the dipole induced by a step at the anion plane slightly more than cancels that step. In none of these cases does the whole step survive, as the defence requires.

Two limits help to interpret the result, although they do not bound it for a sharp step. If the crystal does not respond, $f=1$ and the constants add. If $\varepsilon\to\infty$, a step smoothed over one cell leaves no offset, although each bulk calculation still reports its full shift.

Now apply the two constants $\bar w_A$ and $\bar w_B$, and nothing else, to the heterojunction, with the change at the cation plane. Constants cannot alter the bulk densities, so any change in $D$ comes from charge rearranged at the interface. Of the applied $-0.0181$ Ha, the offset retains $-0.0104$ Ha, or 57\%. The remaining 0.0077 Ha is cancelled by the interface dipole, and A gains 0.0047 electrons per site.

With this sharp change at the cation plane the averages alone produce an error of similar size to the full 0.0095 Ha. The resemblance depends on the profile chosen. By Eq.~(\ref{local}) a change placed elsewhere or smoothed is screened differently, and the trimmed potentials, with $c>a/2$, do not change over sharply at that plane. The difference of 0.0018 Ha should not be read as an independent contribution of the potential's shape: the full trimmed potential also changes the bulk densities, the gaps and hence the screening. Nor is $1/\varepsilon$ a substitute for the junction calculation. Using the value for A, one would expect $(1-0.279)\times0.0181\simeq0.013$ Ha to be cancelled. That estimate suits a change smoothed over one cell; it is well above the 0.0077 Ha found for the sharp change.

\section{Consequences for the manuscript}

The correct procedure within this method is to calculate both bulks with the averages retained, place the same trimmed potentials in the junction, iterate the junction density, and use the new $D^h$ in Eq.~(\ref{lineup}). The conduction offset follows by adding the gap difference:
\begin{equation}
-0.0027+0.2398-0.2390=-0.0019\ \mathrm{Ha}.
\end{equation}
It carries the same electrostatic step, so blind addition spoils it by the same amount.

The trimming radius also deserves more care for an offset than for a gap. At the chosen $c$ the gap is stationary, but $\bar w$ is not. For the compact orbital of A, Eq.~(\ref{estimate}) gives
\begin{equation}
\frac{d\bar w}{dc}\simeq-\frac{2\pi}{Sa}(0.656\,c)\simeq-0.063\ \mathrm{Ha/bohr}.
\end{equation}
A change of 0.1 bohr in $c$ alters the average by about 0.006 Ha before screening, while the gap changes in second order. This is the effect of changing one radius alone. If both radii change by the same amount, the two averages move almost together and their difference hardly changes. Since the radii of A and B are chosen separately, however, a well-converged gap does not by itself guarantee a converged offset.

The analysis requires insulating slabs thick enough to recover their bulk densities, and no macroscopic field. If the corrected edges overlap so that charge flows between the bands, or if the interface is polar, a single pair of flat band edges no longer describes the junction. Atomic relaxation would add its own change of $D$. The size of the error found here belongs to this model, and the self-consistent value is the DFT-1/2 answer for that model, without correlation; it is not a benchmark for a real interface. Equation~(\ref{error}) does not depend on these parameters. The manuscript should report $D$ with and without the trimmed potentials, since their difference is the term its argument assumes to be zero when the bulk shifts are measured from the mean electrostatic potential. The values for the example at the optimal radii are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant: 6.0 bohr; area: 40.0 bohr^2
well width: 0.9 bohr; ion width: 0.8 bohr
cells in superlattice: 20; plane-wave limit: 4.5 1/bohr
A well depth: 0.36 Ha; orbital width: 0.7 bohr
A optimal trimming radius: 3.66 bohr
A gap, DFT: 0.1607 Ha; DFT-1/2: 0.2398 Ha
A valence edge, DFT: -0.2771 Ha; DFT-1/2: -0.4275 Ha
A bulk valence shift: -0.1504 Ha
A mean trimmed potential: -0.1090 Ha
B well depth: 0.40 Ha; orbital width: 1.4 bohr
B optimal trimming radius: 3.65 bohr
B gap, DFT: 0.1804 Ha; DFT-1/2: 0.2390 Ha
B valence edge, DFT: -0.3023 Ha; DFT-1/2: -0.4241 Ha
B bulk valence shift: -0.1217 Ha
B mean trimmed potential: -0.0909 Ha
DFT electrostatic step A-B: -0.0087 Ha
DFT second-moment part: -0.0048 Ha
DFT interface-dipole part: -0.0040 Ha
DFT electrons gained by A: -0.00599 per site
DFT-1/2 electrostatic step A-B: 0.0007 Ha
DFT-1/2 second-moment part: 0.0001 Ha
DFT-1/2 interface-dipole part: 0.0006 Ha
DFT-1/2 electrons gained by A: 0.00049 per site
DFT valence offset A-B: 0.0164 Ha = 0.447 eV
DFT-1/2 valence offset A-B: -0.0027 Ha = -0.074 eV
blind valence offset A-B: -0.0122 Ha = -0.332 eV
true minus blind: 0.0095 Ha = 0.258 eV
change of second-moment part: 0.0049 Ha
change of interface-dipole part: 0.0046 Ha
blind offset with averages discarded: 0.0059 Ha = 0.160 eV
frozen-density offset, junction: -0.0141 Ha
frozen-density offset, added shifts: -0.0141 Ha
difference of trimmed averages A-B: -0.0181 Ha
offset change from averages alone: -0.0104 Ha
electrons gained by A, averages alone: 0.00467 per site
uniform-crystal test step: 0.010 Ha
surviving fraction, one-cell ramp: 0.2794 (no unit)
long-wave inverse dielectric constant: 0.2794 (no unit)
dielectric constant of A: 3.578 (no unit)
surviving fraction, sharp step at cation plane: 0.5438 (no unit)
local field ratio at cation plane: 0.5449 (no unit)
surviving fraction, sharp step at anion plane: -0.0224 (no unit)
local field ratio at anion plane: -0.0235 (no unit)
\end{verbatim}
